# Collective and single-dipole relaxation times: static and dynamic correlation factors, part 1

(Sections cited here and not found follow in the second part.)

## 1. Projection and the relation between the two times

### 1.1 A case that can be seen through

Take $N$ equivalent dipoles. Let $u_i$ be one Cartesian component of dipole $i$, divided by its root-mean-square value, so that $\langle u_i\rangle=0$ and $\langle u_i^2\rangle=1$. The brackets are classical equilibrium averages. The collective variable and the equal-time correlation matrix are

$$M=\sum_{i=1}^N u_i,\qquad S_{ij}=\langle u_iu_j\rangle .$$

Suppose first that the $u_i$ are Gaussian variables in overdamped linear motion,

$$\frac{du}{dt}=-K S^{-1}u+\xi(t),\qquad \langle \xi_i(t)\xi_j(t')\rangle=2K_{ij}\,\delta(t-t').$$

Here $u$ is the column of all $u_i$. The vector $-S^{-1}u$ is the restoring force in units of $k_BT$, because the equilibrium weight is $\exp(-\tfrac12u^TS^{-1}u)$. The symmetric positive matrix $K$ is a mobility: it turns forces into velocities. The noise strength is fixed by stationarity. The drift changes $\langle uu^T\rangle=S$ at the rate $-KS^{-1}S-SS^{-1}K=-2K$, and the noise restores $+2K$.

Since the dipoles are equivalent, every row of $S$ has the same sum, and so has every row of $K$. Call these sums

$$g=\sum_jS_{1j},\qquad \kappa J=\sum_jK_{1j},\qquad \kappa=K_{11}.$$

Let $\mathbf 1$ be the column of ones. Then $S\mathbf 1=g\mathbf 1$ gives $\mathbf 1^TS^{-1}=\mathbf 1^T/g$, and in the same way $\mathbf 1^TK=\kappa J\,\mathbf 1^T$. Adding the $N$ equations of motion therefore gives

$$\frac{dM}{dt}=-\frac{\kappa J}{g}\,M+\text{noise},\qquad \tau_M=\frac{g}{J\kappa}.$$

The two factors do different work. A large $g$ means that a fluctuation of $M$ costs little free energy, so the restoring force is weak and the relaxation slow. A large $J$ means that the dipoles move together easily, so that a given force produces a fast collective response. Suppose that the cross elements of $S$ and of $K/\kappa$ are all of order $1/N$, and that no eigenvalue of $K/\kappa$ is close to zero. Then, for large $N$, one dipole relaxes at a rate close to $\kappa$. This leads to $\tau_M\simeq(g/J)\tau_s$.

The rest of this part shows that the same structure holds without linear or overdamped motion, provided that the times are defined as time integrals and $K$ as a projected kernel.

### 1.2 Definitions and assumptions

The static correlation factor is

$$g=\frac{\langle M^2\rangle}{N}=1+(N-1)\langle u_1u_2\rangle .$$

The first term comes from the $N$ diagonal products in $\langle M^2\rangle$, the second from the $N(N-1)$ equal off-diagonal ones. The relaxation times are

$$\tau_s=\int_0^\infty\langle u_1(t)u_1\rangle\,dt,\qquad
\tau_M=\frac{1}{Ng}\int_0^\infty\langle M(t)M\rangle\,dt .$$

No exponential decay is assumed. For a single exponential these integrals are the usual decay times.

The assumptions are that the equilibrium state and the dynamics are unchanged when particle labels are permuted, and that the time integrals converge. The kernel defined below must also be finite and invertible at zero frequency. In an isotropic fluid one component may be treated alone, because rotational symmetry forbids correlations between different Cartesian components.

Let $L$ be the generator of the motion, so that $X(t)=e^{Lt}X$. For Newtonian motion this is the observable followed along a trajectory. For stochastic motion it is the expectation of the later value, given the initial state. In both cases

$$C_{ij}(t)=\langle u_i\,e^{Lt}u_j\rangle,\qquad C(0)=S.$$

### 1.3 Projecting out all the dipoles

Define the projection on the dipole variables and its complement by

$$PX=\sum_{ij}u_i\,(S^{-1})_{ij}\langle u_jX\rangle,\qquad Q=1-P.$$

Then $Pu_k=u_k$, since $\sum_j(S^{-1})_{ij}S_{jk}=\delta_{ik}$. It follows that $Qu_k=0$ and $\langle u_i\,QX\rangle=0$ for every $X$.

The Laplace transform of the correlation matrix is

$$\tilde C_{ij}(z)=\int_0^\infty e^{-zt}C_{ij}(t)\,dt=\langle u_iX_j\rangle,\qquad (z-L)X_j=u_j .$$

Split the unknown into its two parts, $X_j=\sum_ku_ka_{kj}+Y_j$ with $Y_j=QX_j$. Acting with $Q$ on $(z-L)X_j=u_j$ removes the right-hand side and leaves

$$zY_j-QLY_j-\sum_kQLu_k\,a_{kj}=0 .$$

Since $Y_j=QY_j$, this is solved by

$$Y_j=\sum_k(z-QLQ)^{-1}QLu_k\,a_{kj}.$$

Now multiply $(z-L)X_j=u_j$ by $u_i$ and average. The term $z\langle u_iY_j\rangle$ vanishes, so that

$$\sum_k\Big[zS_{ik}-\langle u_iLu_k\rangle-\langle u_iL(z-QLQ)^{-1}QLu_k\rangle\Big]a_{kj}=S_{ij}.$$

This suggests the definition of the Mori kernel,

$$K_{ij}(z)=-\langle u_iLu_j\rangle-\langle u_iL\,Q(z-QLQ)^{-1}QLu_j\rangle .$$

The bracket is then $zS+K(z)$, hence $a=[zS+K(z)]^{-1}S$. Because $\langle u_iY_j\rangle=0$, also $\tilde C=Sa$, and

$$\tilde C(z)=S\,[zS+K(z)]^{-1}S .$$

This is an identity, with no separation of time scales assumed. It was tested on five labelled mobile dipoles at $z=0$ and at one finite $z$. The correlation functions were integrated over time and compared with the explicitly projected kernel; the largest difference was $9\times10^{-10}$ in units of the free-dipole relaxation time.

In the limit $z\to0$, with $K\equiv K(0)$, the matrix of time integrals is

$$T\equiv\int_0^\infty C(t)\,dt=S\,K^{-1}S .$$

### 1.4 What the kernel means

For Newtonian motion $Lu_j=\dot u_j$. Stationarity gives $\langle(LX)Y\rangle+\langle X\,LY\rangle=0$, so $L$ changes sign when it is moved to the other factor. The first term of the kernel is $-\langle u_i\dot u_j\rangle$. It vanishes when the equilibrium state is invariant under time reversal, because $u_i$ is even and $\dot u_j$ odd. Moving $L$ in the second term reverses its sign, and with $F_i=Q\dot u_i$,

$$K_{ij}(0)=\int_0^\infty\langle F_i\,e^{QLQt}F_j\rangle\,dt .$$

The vanishing first term also means $P\dot u_i=0$, so here $F_i=\dot u_i$. The kernel is a time integral of velocity correlations, but under projected dynamics. The ordinary dynamics cannot be put in its place: the integral of $\langle\dot u_i(t)\dot u_j\rangle$ over all times is zero once the correlations have decayed.

For reversible stochastic motion, $W=-L$ is self-adjoint and non-negative under the equilibrium average. Then

$$K_{ij}(0)=\langle u_iWu_j\rangle-\langle (QWu_i)(QWQ)^{-1}(QWu_j)\rangle .$$

The first term is an instantaneous rate and the second a memory correction. For $i=j$ the correction can only lower the kernel, since $(QWQ)^{-1}$ is non-negative.

### 1.5 Using the equivalence of the particles

Permutation symmetry makes all diagonal elements of $S$ equal, and likewise all off-diagonal ones. The same is true of $K$. Define

$$\kappa=K_{11},\qquad J=1+(N-1)\frac{K_{12}}{K_{11}} .$$

A matrix with diagonal $a$ and off-diagonal $b$ has the eigenvalue $a+(N-1)b$ for the column $\mathbf 1$, and $a-b$ for every column whose entries add to zero. For $S$, $a=1$ and $b=(g-1)/(N-1)$. For $K$, $a=\kappa$ and $b=\kappa(J-1)/(N-1)$. The eigenvalues are therefore

$$S:\quad g,\quad \frac{N-g}{N-1};\qquad\qquad K:\quad \kappa J,\quad \kappa\,\frac{N-J}{N-1}.$$

The eigenvalues of $T=SK^{-1}S$ follow by squaring those of $S$ and dividing by those of $K$:

$$t_M=\frac{g^2}{\kappa J},\qquad t_\perp=\frac{(N-g)^2}{(N-1)\,\kappa\,(N-J)} .$$

The collective time uses the first. Since $\mathbf 1^TT\mathbf 1=Nt_M$,

$$\tau_M=\frac{Nt_M}{Ng}=\frac{g}{J\kappa}.$$

One dipole contains both kinds of mode. The projector on $\mathbf 1$ is $\mathbf 1\mathbf 1^T/N$, whose 11 element is $1/N$. Hence

$$\tau_s=T_{11}=\frac{t_M}{N}+\frac{N-1}{N}\,t_\perp ,$$

$$\kappa\tau_s=\frac{g^2}{NJ}+\frac{(N-g)^2}{N(N-J)}
=\frac{g^2(N-J)+J(N-g)^2}{NJ(N-J)} .$$

Expanding the numerator gives

$$g^2N-g^2J+JN^2-2JNg+Jg^2=N\,(g^2+JN-2Jg).$$

The factor $N$ cancels. Subtracting $1=J(N-J)/[J(N-J)]$ leaves $g^2-2Jg+J^2$ in the numerator, so

$$\kappa\tau_s=1+\frac{(g-J)^2}{J(N-J)} .$$

Dividing the two times gives the relation for finite $N$,

$$\frac{\tau_M}{\tau_s}=\frac{g}{J}\left[1+\frac{(g-J)^2}{J(N-J)}\right]^{-1},$$

and for $N\to\infty$ at finite non-zero $g$ and $J$ the Kivelson–Madden relation

$$\tau_M=\frac{g}{J}\,\tau_s .$$

The condition for dropping the correction is $(g-J)^2\ll J(N-J)$, which is more than a large $N$. Near a ferroelectric instability $g$ can grow with the sample, and the correction then need not be small. If $J$ is very small, collective motion is nearly blocked and the same caution applies.

### 1.6 A check with inertia

The derivation includes oscillating dipoles. Consider the linear equations, in reduced units,

$$\dot u=p,\qquad \dot p=-S^{-1}u-\Gamma p+\text{noise},\qquad \langle pp^T\rangle=I .$$

Here $F=p$. The time-integral formula for $K(0)$ in section 1.4 still holds: no friction or noise acts directly on $u$, so $\langle u_i\,LX\rangle=-\langle p_iX\rangle$ for every $X$, as in Newtonian motion. The projection removes the force proportional to $u$, so the projected motion is $\dot p=-\Gamma p$ on average. The kernel is $K=\int_0^\infty e^{-\Gamma t}dt=\Gamma^{-1}$. A value $J<1$ thus describes a larger friction for collective motion than for relative motion. The noise strength is $2\Gamma$, so the random forces on different dipoles are then positively correlated, while the cross elements of $K$ are negative.

For $N=12$, $g=2.5$ and $J=0.6$, the correction is

$$\frac{(2.5-0.6)^2}{0.6\times11.4}=0.528,\qquad
\frac{\tau_M}{\tau_s}=\frac{2.5/0.6}{1.528}=2.727 .$$

Direct time integration gives 2.72727, in agreement with the formula to the printed digits. With $\kappa=2$ in the reduced units, the single-dipole correlation reaches $-0.33$ in this test, so its decay is far from exponential. The depth of this minimum depends on $\kappa$, while the ratio of the times does not. The large-$N$ formula alone would give 4.17, which shows that the correction can matter in a small sample.

### 1.7 Two variables are enough

A kernel with $N$ projected variables looks impractical, but it can be reduced. The function $QLu_1$ is unchanged by permutations of the particles $2,\dots,N$. The generator commutes with these permutations, so everything that the projected motion makes out of $QLu_1$ has the same symmetry. For a function $X$ of this symmetry, the averages $\langle u_jX\rangle$ are equal for all $j\ge2$. Its projection therefore contains $u_1$ and $\sum_{j\ge2}u_j$, that is, $u_1$ and $M$.

Projecting on the pair $\{u_1,M\}$ thus gives the same $K_{11}$ as projecting on all dipoles. The other elements are row sums,

$$K_{1M}=\sum_jK_{1j}=\kappa J,\qquad K_{MM}=N\kappa J .$$

The equality of the $N$-variable and two-variable kernels was tested for five labelled particles.

### 1.8 Obtaining $J$ from trajectories

In a simulation one need not construct projected dynamics. Let $R=\tau_M/\tau_s$ be the measured ratio. Multiplying out the finite-$N$ relation gives

$$R\left[J+\frac{(g-J)^2}{N-J}\right]=g .$$

Multiply by $N-J$. The terms in $J^2$ cancel inside the bracket:

$$J(N-J)+(g-J)^2=J(N-2g)+g^2 .$$

The equation $R[J(N-2g)+g^2]=g(N-J)$ is linear in $J$, with the solution

$$J=\frac{g\,(N-Rg)}{R\,(N-2g)+g} .$$

For $N\to\infty$ it becomes $J=g/R$. This use of the relation determines $J$ and does not test it. A test needs an independent kernel, or a prediction of $J$ from a model of the motion.

## 2. Dynamic correlation, sample shape and dielectric relaxation

### 2.1 Symbols and results taken over

The dipole components $u_i$ have zero mean and unit variance, and $M=\sum_iu_i$. The static factor is $g=\langle M^2\rangle/N$. The zero-frequency Mori kernel $K$ has the single-particle element $\kappa=K_{11}$ and the collective element $K_{MM}=N\kappa J$, which defines the dynamic factor $J$. The integral relaxation times obey

$$\tau_M=\frac{g}{J\kappa},\qquad \kappa\tau_s=1+\frac{(g-J)^2}{J(N-J)},\qquad \tau_M\to\frac gJ\,\tau_s\quad(N\to\infty).$$

For reversible stochastic motion with $W=-L$, the kernel is the instantaneous rate $\langle u_iWu_j\rangle$ minus a memory term. Algebra is in atomic units, with $\hbar=1$, so a rate is also an energy. Numerical rates are given as $\hbar$ times the rate, in eV.

### 2.2 A ring in which $J$ can be taken apart

Let each dipole have two orientations, $u_i=s_i=\pm1$, and let the dipoles occupy the sites of a ring. The energy divided by $k_BT$ is $-b\sum_is_is_{i+1}$, where $i$ now numbers sites. A dipole flips at the rate

$$w_i=\frac{r}{1+e^{\Delta_i}},\qquad \Delta_i=2b\,s_i(s_{i-1}+s_{i+1}),$$

where $\Delta_i$ is the change of reduced energy. Since $1/(1+e^x)=\tfrac12[1-\tanh(x/2)]$ and $s_i=\pm1$ can be taken out of the odd function,

$$w_i=\frac r2\Big[1-s_i\tanh\big(b(s_{i-1}+s_{i+1})\big)\Big].$$

The sum of the two neighbours is $0$ or $\pm2$. For these values the hyperbolic tangent equals $\tfrac12(s_{i-1}+s_{i+1})\tanh2b$. A flip changes $s_i$ by $-2s_i$, so

$$Ls_i=-2s_iw_i=-r\Big[s_i-\tfrac12\tanh(2b)\,(s_{i-1}+s_{i+1})\Big].$$

Summing over sites, each dipole appears twice as a neighbour, and $LM=-r(1-\tanh2b)M$. The collective decay is a single exponential with

$$\frac1{\tau_M}=r\,(1-\tanh2b).$$

Suppose first that the dipoles stay at their sites, and project on the site variables. Because $Ls_i$ is a combination of these variables, $QLs_i=0$ and there is no memory. For a reversible jump process, detailed balance allows each jump to be combined with its reverse:

$$\langle XWY\rangle=\tfrac12\Big\langle\sum_{\rm jumps}w\,\Delta X\,\Delta Y\Big\rangle .$$

A single flip changes one dipole, so the site kernel is diagonal, with the element $\kappa_0=2\langle w_i\rangle$. From $T=SK^{-1}S=S^2/\kappa_0$ follow

$$\tau_M=\frac g{\kappa_0},\qquad \tau_s=\frac1{\kappa_0}\sum_jS_{1j}^2,\qquad \frac{\tau_M}{\tau_s}=\frac{g}{\sum_jS_{1j}^2}.$$

The site kernel has no cross elements, and yet the ratio is not $g$. The reason is that correlations between fixed neighbours are of order one, so $\tau_s\kappa_0\ne1$ even in a long ring.

For a long ring the products $s_is_{i+1}$ are independent, each with mean $\eta=\tanh b$. Hence $S_{1j}=\eta^{d}$ at distance $d$. The two geometric sums are

$$g=\frac{1+\eta}{1-\eta}=e^{2b},\qquad \sum_jS_{1j}^2=\frac{1+\eta^2}{1-\eta^2}=\cosh2b .$$

For $b=0.3$ and $N=12$ the computed values are 1.8221 and 1.1855, and their quotient is 1.5370. The directly computed ratio of times agrees.

This part has derived the relation between the collective and single-dipole times, with its finite-$N$ correction, and has shown that in a ring of fixed dipoles the site kernel has no cross elements although the ratio of the times is not $g$. It remains to average over particle labels, to add exchange of places and concerted flips, and to treat sample shape and dielectric relaxation.
